# Forces with smeared occupations are gradients of the free energy

**Q:** My molecular dynamics of a metallic system uses Fermi-Dirac smearing. The forces are Hellmann-Feynman forces, so they are the gradient of the internal energy $E$. I therefore monitor $K+E$, with $K$ the kinetic energy of the nuclei. It wanders by far more than I can accept, and I am about to shorten the time step.

**A:** Before you do, write down what you hold fixed when you differentiate $E$.

**Q:** The electron number $N$ and the smearing temperature $T$. The orbitals are variational, so their response drops out, and what remains is the expectation value of $\partial h/\partial R$.

**A:** The orbitals do drop out. But the occupations also change when a nucleus moves at fixed $T$, and $E$ is not stationary with respect to them. Let us keep every term.

I take a mean-field theory with paired spins. Orbital $a$ has coefficients $c_{ia}$ in a basis that stays orthonormal when the nuclei move, and an occupation $f_a$ between 0 and 1 for each spin. The density on basis function $i$ is $n_i=2\sum_a f_a|c_{ia}|^2$. The internal energy is

$$E=2\sum_a f_a\langle a|h(R)|a\rangle+E_H[n]+E_{\rm pair}(R).$$

Here $h$ is the matrix of the one-electron part in this basis, $E_H$ the mean-field interaction and $E_{\rm pair}$ the direct interaction of the nuclei. The orbitals obey $(h+v)|a\rangle=\varepsilon_a|a\rangle$, where $v$ is diagonal with elements $v_i=\partial E_H/\partial n_i$. For a small displacement $dR$,

$$\begin{aligned}dE={}&2\sum_a f_a\langle a|dh|a\rangle+dE_{\rm pair}+2\sum_a df_a\langle a|h|a\rangle\\&+2\sum_a f_a\big(\langle da|h|a\rangle+\langle a|h|da\rangle\big)+\sum_i v_i\,dn_i .\end{aligned}$$

The last sum contains the change of occupations and of orbitals:

$$\sum_i v_i\,dn_i=2\sum_a df_a\langle a|v|a\rangle+2\sum_a f_a\big(\langle da|v|a\rangle+\langle a|v|da\rangle\big).$$

Added to the terms with $h$, it completes $h+v$ everywhere, and the eigenvalue equation gives

$$dE=2\sum_a f_a\langle a|dh|a\rangle+dE_{\rm pair}+2\sum_a\varepsilon_a\,df_a+2\sum_a f_a\varepsilon_a\,d\langle a|a\rangle .$$

The last term vanishes because the orbitals stay normalized. The first two define the Hellmann-Feynman force,

$$F=-2\sum_a f_a\Big\langle a\Big|\frac{\partial h}{\partial R}\Big|a\Big\rangle-\frac{\partial E_{\rm pair}}{\partial R},$$

so that

$$dE=-F\,dR+2\sum_a\varepsilon_a\,df_a .\tag{1}$$

**Q:** But $\sum_a df_a=0$ at fixed $N$. Doesn't that remove the extra term?

**A:** It would if all levels with changing occupation had the same energy. In general electrons are moved between levels of different energy, and that costs or releases energy. The entropy accounts for it. For Fermi-Dirac occupations

$$S=2k\sum_a s_a,\qquad s_a=-f_a\ln f_a-(1-f_a)\ln(1-f_a).$$

Differentiating $s_a$, the two constants from the logarithms cancel:

$$\frac{ds_a}{df_a}=-\ln f_a-1+\ln(1-f_a)+1=\ln\frac{1-f_a}{f_a}=\frac{\varepsilon_a-\mu}{kT}.$$

The last equality uses $f_a=1/(1+e^{(\varepsilon_a-\mu)/kT})$. Hence

$$T\,dS=2\sum_a(\varepsilon_a-\mu)\,df_a=2\sum_a\varepsilon_a\,df_a-\mu\,dN .\tag{2}$$

With $dN=0$, equation (1) becomes $dE=-F\,dR+T\,dS$. At fixed $T$ the free energy $A=E-TS$ changes by $dA=dE-T\,dS$, so

$$F=-\left(\frac{\partial A}{\partial R}\right)_{T,N},\qquad \left(\frac{\partial E}{\partial R}\right)_{T,N}=-F+T\left(\frac{\partial S}{\partial R}\right)_{T,N}.\tag{3}$$

For orthonormal orbitals and fixed $N$, the free energy is stationary in the orbitals and in the occupations. The internal energy is stationary in the orbitals alone.

**Q:** Then was there nothing right in my statement?

**A:** There was, under another constraint. If you freeze the occupations, $df_a=0$ in (1) and $F=-\partial E/\partial R$. The same holds if $T$ is adjusted along the displacement so that $S$ stays constant, since (2) does not require $dT=0$. What fails is the gradient of $E$ at constant temperature, which is what smearing at a fixed width imposes.

**Q:** How large is the entropy term? If it is a small correction I can live with it.

**A:** Take two levels at $\pm\Delta/2$ that share two electrons, so that $\mu=0$ by symmetry. With $z=\Delta/4kT$, the difference between the lower and the upper occupation is $\tanh z$, and the internal energy is

$$E=2\Big(-\frac{\Delta}{2}\Big)f_-+2\Big(\frac{\Delta}{2}\Big)f_+=-\Delta\tanh z .$$

The Hellmann-Feynman derivative with respect to $\Delta$ keeps the occupations and differentiates the levels:

$$\frac{dA}{d\Delta}=2f_-\Big(-\frac12\Big)+2f_+\Big(\frac12\Big)=-\tanh z .$$

The full derivative of $E$ also acts on $z$, with $dz/d\Delta=1/4kT$ and therefore $\Delta\,dz/d\Delta=z$:

$$\frac{dE}{d\Delta}=-\tanh z-\frac{z}{\cosh^2z}.$$

The second term is $T\,dS/d\Delta$. For $\Delta\gg kT$ it falls off as $4z\,e^{-2z}$, and the two gradients merge. For $\Delta\ll kT$ both terms tend to $-z$, so the gradient of $E$ is twice that of $A$. For two levels placed symmetrically about $\mu$ and close together on the scale of $kT$, the entropy term is as large as the force these two levels exert. Occupied levels far below $\mu$ add to the force but hardly to the entropy term, and empty levels far above $\mu$ add hardly anything to either.

**Q:** Two levels are easy. I would like to see it with self-consistency and several atoms.

**A:** Consider a ring of eight atoms with eight electrons, with round parameters and no particular material in mind. Atom $i$ is displaced by $u_i$ along the ring, and bond $i$ is stretched by $\ell_i=u_{i+1}-u_i$. The hopping element is $-t_i$ with $t_i=t_0e^{-\ell_i/\lambda}$, $t_0=1$ eV and $\lambda=1$ Å. Each bond has a spring energy $\tfrac12C\ell_i^2$ with $C=8$ eV/Å$^2$. The mean-field energy is $E_H=\tfrac12U\sum_i(n_i-1)^2$ with $U=2$ eV. Atom 1 has an on-site energy of $-0.5$ eV, so the charges are uneven and self-consistency matters. The width is $kT=0.2$ eV, or 2321 K.

Since $d(-t_i)/d\ell_i=t_i/\lambda$, and the matrix element occurs twice in the Hermitian $h$, the explicit derivative with respect to a bond length is

$$g_i=\frac{2t_i}{\lambda}P_i+C\ell_i,\qquad P_i=2\sum_a f_a c_{ia}c_{i+1,a}$$

for real orbitals. Displacing atom $i$ forward shortens bond $i$ and lengthens bond $i-1$, so $F_i=g_i-g_{i-1}$.

Start with alternating short and long bonds, the displacements being near $\pm0.06$ Å. For atom 1 the force from this formula is $-0.9248$ eV/Å. Finite differences, with the electrons solved anew at each displacement, give:

- $-\partial A/\partial u_1$ at fixed $T$: $-0.9248$ eV/Å;
- $-\partial E/\partial u_1$ at fixed $T$: $-0.4980$ eV/Å;
- $-\partial E/\partial u_1$ with frozen occupations: $-0.9248$ eV/Å.

The gap between the two values is the occupation term of (1), which is $-0.4268$ eV/Å when computed from the change of the occupations:

$$\frac{\partial E}{\partial u_1}=0.9248-0.4268=0.4980\ \text{eV/Å}.$$

**Q:** In your two-level case the gradient of $E$ was the larger one. Here it is the smaller.

**A:** The total force also contains the springs, which pull the ring back to even bonds. The electrons in the two middle levels favour alternation, because it opens a gap between them. The entropy term has the same sign as their contribution to the gradient, so it offsets more of the spring term in $\partial E/\partial u_1$. In numbers, $\partial A/\partial u_1=0.9248$ eV/Å is made of $+1.9200$ from the springs, $-0.4695$ from the two middle levels, $-0.5261$ from the three lower levels and $+0.0004$ from the three upper ones. The lower levels thus also pull against the springs, but they add little to the entropy term: the pair gives $-0.4228$ of its $-0.4268$ eV/Å.

The occupations show that these two levels dominate the entropy. At the start their gap is 0.478 eV and the occupations are 0.768 and 0.232. Each level then has $s=0.542$, and two levels with two spins give $TS=4\times0.2\times0.542=0.434$ eV, out of 0.444 eV for the whole ring. With even bonds the gap is 0.039 eV, the pair gives 0.554 eV, and the total is 0.565 eV. So the pair supplies 0.120 eV of the total difference of 0.121 eV.

**Q:** Now let it move. Which energy drifts?

**A:** With classical nuclei of mass $M$, electrons that follow them at fixed $T$, and $M\dot v_i=F_i$,

$$\frac{d(K+A)}{dt}=\sum_i v_i\Big(M\dot v_i+\frac{\partial A}{\partial u_i}\Big)=\sum_i v_i(F_i-F_i)=0 .$$

Adding $TS$ to the conserved sum gives

$$K(t)+E(t)=K(0)+E(0)+T\,[S(t)-S(0)] .\tag{4}$$

The electrons are held at fixed temperature, as if by a heat bath, and $T\,dS$ is the heat they take from it. Your $K+E$ belongs to a system that is not isolated.

I released the ring from rest, with atoms of 50 u, and followed it for 3 ps with the velocity Verlet method. At a step of 1 fs, the largest deviation from the initial value is 0.157 meV for $K+A$ and 120.8 meV for $K+E$. After 25 fs, for instance, $TS$ has risen from 0.4441 to 0.5586 eV, that is by 114.5 meV. The observed change of $K+E$ is 114.4 meV, and the missing 0.15 meV is the integration error visible in $K+A$ at that moment.

**Q:** So $K+E$ drifts and $K+A$ does not.

**A:** "Drift" needs care. By (4), the change of $K+E$ depends on the present geometry and the initial one, not on the time elapsed. It is also bounded: each $s_a$ lies between 0 and $\ln2$, so $TS$ cannot leave a finite interval. A mean rate taken between two end points therefore cannot exceed the width of that interval divided by the duration, apart from integration error, and this bound goes to zero for a long run.

A fitted slope over a finite run can still mislead. Over 3 ps, a straight line through $K+E$ has a slope of 0.39 meV/ps, against $-0.0005$ meV/ps for $K+A$. If 0.39 meV/ps were a steady rise, the average over each quarter of the run, 0.75 ps long, would exceed the previous one by about 0.3 meV. In fact the four averages, measured from the initial value, fall slightly, from 58.46 to 58.28 meV. The slope therefore does not describe a steady trend. What $K+E$ does is oscillate from the beginning, between its initial value and about 121 meV above it (114 meV at 25 fs, 19 meV at 50 fs), about a mean level some 58 meV above its start. That offset arises because the run starts almost at its lowest entropy ($TS$ never falls more than about 0.02 meV below the initial value): the mean of $TS$ is 0.5026 eV, which is 58.5 meV above the initial 0.4441 eV.

In a system that relaxes slowly from its initial structure, the mean entropy can shift during the run. Equation (4) then makes $K+E$ shift with it, and over that window this looks like a leak.

**Q:** And my plan to shorten the time step?

**A:** It would reduce the wrong thing. Going from 2 fs to 1 fs lowers the largest deviation of $K+A$ from 0.626 to 0.157 meV. Over the first 500 fs the ratio is 3.99, close to the factor 4 of a second-order integrator. For $K+E$ the corresponding ratio is 0.994: its excursion is a property of the motion, not of the integration.

**Q:** My code also prints an energy extrapolated to zero width, $\tfrac12(E+A)$. Could I monitor that instead?

**A:** From $E=A+TS$ follows $\tfrac12(E+A)=A+\tfrac12TS$. Half of the entropy term survives, and the gradient is $-F+\tfrac12T\,\partial S/\partial R$. In the ring, $K+\tfrac12(E+A)$ deviates by up to 60.3 meV, half of the excursion of $K+E$. Whatever its merit as an estimate of the zero-width energy, it is not the potential of these forces.

**Q:** What if I use Gaussian or Methfessel-Paxton smearing? There is no physical temperature there.

**A:** Then the entropy is replaced by a function chosen so that the same cancellation occurs. Let $\sigma$ be the width, $x=(\mu-\varepsilon)/\sigma$, and let $\tilde\delta(x)$ be the broadening function, with unit integral. Define

$$f(x)=\int_{-\infty}^{x}\tilde\delta(t)\,dt,\qquad s(x)=-\int_{-\infty}^{x}t\,\tilde\delta(t)\,dt .$$

Then $df=\tilde\delta\,dx$ and $ds=-x\,\tilde\delta\,dx=-x\,df$, so $\sigma\,ds=(\varepsilon-\mu)\,df$. This is the relation behind (2), and (3) follows with $A=E-2\sigma\sum_a s_a$.

For the Gaussian, $\tilde\delta=e^{-x^2}/\sqrt\pi$ and the integral gives $s=e^{-x^2}/(2\sqrt\pi)$. For first-order Methfessel-Paxton broadening, $\tilde\delta=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$. With

$$\int_{-\infty}^x te^{-t^2}dt=-\tfrac12e^{-x^2},\qquad \int_{-\infty}^x t^3e^{-t^2}dt=-\tfrac12(x^2+1)e^{-x^2},$$

one finds

$$s=-\frac{e^{-x^2}}{\sqrt\pi}\Big[-\frac34+\frac{x^2+1}{2}\Big]=\frac{(1-2x^2)\,e^{-x^2}}{4\sqrt\pi}.$$

This $\tilde\delta$ is negative for $x^2>\tfrac32$, so $f$ is not monotonic and one value of $f$ can belong to several $x$. That is why $s$ is written as a function of $x$.

For the initial ring at $\sigma=0.4$ eV, the force agrees with $-\nabla A$ to about $10^{-11}$ eV/Å in both schemes. The largest mismatch with $-\nabla E$ is 0.47 eV/Å for the Gaussian and 0.54 eV/Å for Methfessel-Paxton.

**Q:** Does this matter if I only relax structures?

**A:** Yes. A relaxation that stops at $F=0$ has found a stationary point of $A$. By (3), $\nabla E=T\nabla S$ there, which in general is not zero. An optimizer that takes its direction from $F$ but accepts steps by comparing $E$ uses two different surfaces, and near the end it may reject correct steps. Nor should a finite-difference check of forces use $E$ at fixed $T$. Use $A$ at fixed $T$, or $E$ with frozen occupations.

**Q:** When would $K+A$ fail me too?

**A:** When one of the assumptions fails.

- If the basis moves with the atoms, the expectation value of the derivative of the Hamiltonian operator is not the whole force, and the Pulay terms must be added. In the ring the matrix elements themselves are differentiated, in a basis that stays orthonormal, so no term is missing.
- If self-consistency is incomplete, the eigenvalue equation used in (1) holds only approximately, and the computed force is no longer the gradient of $A$.
- If the chemical potential is fixed instead of $N$, equations (1) and (2) give $dA=-F\,dR+\mu\,dN$ at fixed $T$. The potential of the force is then $A-\mu N$.
- If the electronic temperature changes during the run, $dA=-F\,dR-S\,dT$ at fixed $N$, and $K+A$ changes at the rate $-S\,\dot T$.

With fixed $T$ and $N$, no missing Pulay terms, a force that includes any explicit dependence of the interaction energy on the nuclear positions (a core correction, for instance), converged electrons that stay on one continuous self-consistent solution, and nuclei that feel only $F$ (no thermostat acting on them), a change in $K+A$ comes from the integration. Of the energies discussed here, it is the one by which to judge your time step. It does not show the whole integration error, however: the computed motion can slowly fall out of phase with the exact one while $K+A$ stays within narrow bounds. The numerical output below lists both sums along the trajectory.

## Calculated quantities

```
ring: 8 atoms, 8 electrons, mass 50 u
hopping 1.0 eV, decay length 1.0 angstrom
spring 8.0 eV/angstrom^2, charging energy 2.0 eV
on-site energy of atom 1: -0.5 eV, others 0
kT = 0.20 eV = 2321 K
start displacements (angstrom): 0.06 -0.06 0.07 -0.05 0.05 -0.07 0.06 -0.06
start: level gap 4-5 0.4783 eV, TS 0.4441 eV, f4 0.7678, f5 0.2322
even bonds: level gap 4-5 0.0391 eV, TS 0.5650 eV, f4 0.5244, f5 0.4756
start: site charges from 0.9583 to 1.1053 electrons
atom 1 at start, eV/angstrom:
  Hellmann-Feynman force     -0.924803
  -dA/du at fixed T          -0.924803
  -dE/du at fixed T          -0.498020
  -dE/du, frozen occupations -0.924803
  2 sum eps df/du            -0.426783
TS at start from -T dA/dT: 0.444079 eV; from occupations: 0.444079 eV
largest mismatch of force with -grad A and with -grad E, eV/angstrom:
  Fermi-Dirac, width 0.2 eV: 4.0e-12 and 0.4306
  Gaussian, width 0.4 eV: 8.3e-12 and 0.4710
  Methfessel-Paxton 1, width 0.4 eV: 9.6e-12 and 0.5362
step 2 fs, 3 ps: largest deviation (meV), slope (meV/ps)
  K+A: 0.626, -0.0021
  K+E: 120.354, 0.4078
  K+(E+A)/2: 59.866, 0.2028
step 1 fs, 3 ps: largest deviation (meV), slope (meV/ps)
  K+A: 0.157, -0.0005
  K+E: 120.830, 0.3939
  K+(E+A)/2: 60.337, 0.1967
deviation ratio, step 2 fs to 1 fs, first 500 fs: K+A 3.991, K+E 0.994
TS along the 1 fs run: start 0.4441, min 0.4441, max 0.5651, mean 0.5026 eV
K+A mean deviation by quarter of run (meV): -0.083 -0.083 -0.083 -0.083
K+E mean deviation by quarter of run (meV): 58.457 58.451 58.411 58.278
1 fs run: t (fs), K, E, TS, A (eV), change of K+E, K+A (meV)
     0 0.00000 -10.07894 0.44408 -10.52302 0.000 0.000
    25 0.20770 -10.17224 0.55862 -10.73087 114.395 -0.151
    50 0.04015 -10.10036 0.46284 -10.56320 18.730 -0.032
    75 0.13994 -10.14648 0.51658 -10.66306 72.399 -0.107
   100 0.12888 -10.14216 0.50983 -10.65199 65.655 -0.099
   150 0.20187 -10.17000 0.55503 -10.72503 110.808 -0.147
  1000 0.10715 -10.13257 0.49769 -10.63025 53.523 -0.084
  3000 0.12350 -10.13911 0.50750 -10.64661 63.327 -0.096
```
